# Perturbed-wavefunction polarizabilities of a donor in one anisotropic valley

## Definitions and conventions

A donor electron occupies one ellipsoidal conduction valley with long axis $z$. Its mass is $m_l$ along $z$ and $m_t$ across it, and $\gamma=m_t/m_l<1$. The host has relative permittivity $\varepsilon$. The model has parabolic bands, scalar static screening and a point Coulomb centre, and it leaves out spin effects and other valleys.

Length and energy are measured in

$$a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m_te^2},\qquad
\mathrm{Ha}^*=\frac{\hbar^2}{m_ta^{*2}}=\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}.$$

The transverse kinetic and Coulomb prefactors then become one, and

$$H_0=-\tfrac12(\partial_x^2+\partial_y^2+\gamma\,\partial_z^2)-\frac1r .$$

The electron has charge $-e$, so a field of strength $F$ along $u=z$ or $u=x$ adds $+Fu$, with $F$ in units of $\mathrm{Ha}^*/(ea^*)$. The polarizability $\alpha_u$ is defined by

$$E(F)=E_0-\tfrac12\alpha_uF^2-c_4F^4-c_6F^6-\dots$$

This series is asymptotic: in a static field the electron can tunnel away, and the level is a resonance. The series describes its position.

The example is germanium compressed along $[111]$, which leaves a single lowest valley. Rough typical inputs are $m_t=0.082\,m_e$, $m_l=1.59\,m_e$ and $\varepsilon=16$. They give $\gamma=0.0516$, $a^*=10.3$ nm, $\mathrm{Ha}^*=8.716$ meV and a field unit of 8.44 kV/cm.

## What goes wrong with a short sum over states

Insert $\psi=\psi_0+F\chi+F^2\psi_2+\dots$ and $E=E_0+FE_1+F^2E_2+\dots$ into $(H_0+Fu)\psi=E\psi$. The first two orders are

$$(H_0-E_0)\chi=(E_1-u)\psi_0,$$
$$(H_0-E_0)\psi_2=(E_1-u)\chi+E_2\psi_0 .$$

Project each on the normalized, real $\psi_0$; the left sides vanish. The first gives $E_1=\langle u\rangle$, which is zero because the nodeless ground state is even in $u$. The second gives $E_2=\langle\psi_0|u|\chi\rangle$. Comparison with $-\frac12\alpha_uF^2$ yields

$$(H_0-E_0)\chi=-u\psi_0,\qquad \alpha_u=-2\langle\psi_0|u|\chi\rangle .\tag{1}$$

The naive route expands $\chi$ in eigenstates of $H_0$:

$$\alpha_u=2\sum_n\frac{|\langle n|u|0\rangle|^2}{E_n-E_0},$$

where the sum includes an integral over the continuum. Every term is non-negative, so truncation can lower the result but not raise it. For the example the lowest allowed level supplies 90.9 % of $\alpha_z$ but 43.9 % of $\alpha_x$. A truncation that looks tolerable for one direction loses more than half of the other.

Adding further bound levels cannot complete the transverse sum. By completeness the strengths $|\langle n|u|0\rangle|^2$ add up to $\langle u^2\rangle$, so $2\langle u^2\rangle/\alpha_u$ is their weighted harmonic mean excitation energy. With $\langle x^2\rangle=0.3997$ and $\alpha_x=0.7330$ it is $1.091\ \mathrm{Ha}^*=9.51$ meV. The binding energy is 9.11 meV, and excitations to bound levels cost less than that. A mean above the threshold requires continuum strength. For $z$ the mean is $2(0.04217)/0.14688=0.574\ \mathrm{Ha}^*=5.0$ meV, close to the lowest gap of 4.69 meV.

The cure is to solve (1) directly. One linear equation then contains the bound and continuum contributions together.

## Why the linear equation is safe to solve

On the whole space $H_0-E_0$ is singular, because it annihilates $\psi_0$. The source $u\psi_0$, however, is odd in $u$. In that odd sector the lowest level lies a gap $\Delta_u>0$ above $E_0$, so $H_0-E_0$ is positive and $\chi$ is unique. Parity also gives $\langle\psi_0|\chi\rangle=0$.

Positivity provides a variational principle. For a real odd trial function $f$ define

$$J[f]=2\langle f|u|\psi_0\rangle+\langle f|H_0-E_0|f\rangle .$$

Put $f=\chi+\eta$. The terms linear in $\eta$ are $2\langle\eta|u\psi_0+(H_0-E_0)\chi\rangle=0$ by (1). At $\eta=0$, equation (1) turns the second term of $J$ into $-\langle\chi|u|\psi_0\rangle$, so $J[\chi]=\langle\chi|u|\psi_0\rangle=-\alpha_u/2$. Therefore

$$J[f]=-\frac{\alpha_u}{2}+\langle\eta|H_0-E_0|\eta\rangle\ \ge-\frac{\alpha_u}{2}.$$

With the true $\psi_0$, an error in $\chi$ enters the polarizability at second order.

A simple trial gives a lower bound. Let $m_x=1$ and $m_z=1/\gamma$, and take $f=cu\psi_0$. Since $(H_0-E_0)\psi_0=0$, just the commutator survives:

$$(H_0-E_0)u\psi_0=[H_0,u]\psi_0=-\frac1{m_u}\partial_u\psi_0 .$$

Integration by parts gives
$$\langle u\psi_0|H_0-E_0|u\psi_0\rangle=-\frac1{2m_u}\int u\,\partial_u(\psi_0^2)\,d^3r=\frac1{2m_u}.$$

Thus $J=2c\langle u^2\rangle+c^2/(2m_u)$. Its minimum, at $c=-2m_u\langle u^2\rangle$, is $-2m_u\langle u^2\rangle^2$. Replacing all denominators in the sum over states by the smallest, $\Delta_u$, supplies an upper bound:

$$4m_u\langle u^2\rangle^2\le\alpha_u\le\frac{2\langle u^2\rangle}{\Delta_u}.\tag{2}$$

The brackets are 0.138 to 0.157 for $z$ and 0.639 to 0.928 for $x$. The computed values, 0.1469 and 0.7330, lie inside.

## Choosing coordinates and a basis

In the original coordinates the kinetic energy couples different angular momenta. Set $z=\sqrt\gamma\,z'$, so that $\gamma\partial_z^2=\partial_{z'}^2$. With $r'$ and $c=\cos\theta'$ the spherical coordinates of $(x,y,z')$,

$$r=\sqrt{x^2+y^2+\gamma z'^2}=r'\sqrt{1-(1-\gamma)c^2},$$
$$H_0=-\tfrac12\nabla'^2-\frac{w(c)}{r'},\qquad w(c)=\frac1{\sqrt{1-(1-\gamma)c^2}} .$$

The constant volume factor $\sqrt\gamma$ is absorbed by normalizing in primed coordinates. All the anisotropy now sits in $w$, which runs from 1 at the equator to $1/\sqrt\gamma=4.40$ at the poles. The potential is a product of a radial and an angular function.

The usual basis for angular momentum $l$ starts as $r'^l$. It converges slowly here: with 22 radial functions per $l$ and the scale $\lambda=4$ used below it leaves errors of 0.1 to 0.2 % in the polarizabilities, whereas ten functions of the common set below agree with the converged values to about one part in $10^5$. Near the centre write $\psi_0\propto1+r'\sum_lf_lP_l(c)$ and $w=\sum_lw_lP_l(c)$. Since

$$-\tfrac12\nabla'^2(r'P_l)=-\frac{2-l(l+1)}{2r'}P_l,$$

cancelling the $1/r'$ terms in the wave equation requires

$$f_l=-\frac{2w_l}{2-l(l+1)} .$$

For $l=0$ this is the cusp $f_0=-w_0$. Because $w$ is even, $l=1$, where the denominator vanishes, does not occur. Each even component with $l>0$ and $w_l\ne0$ starts linearly in $r'$, whatever its $l$. One common radial set is therefore suitable:

$$R_n(r')=\sqrt{\frac{\lambda^3}{(n+1)(n+2)}}\;e^{-\lambda r'/2}L_n^{(2)}(\lambda r').$$

It is orthonormal with weight $r'^2$, because $\int_0^\infty x^2e^{-x}L_n^{(2)}L_{n'}^{(2)}dx=(n+1)(n+2)\delta_{nn'}$. Combinations of the $R_n$ can remove the constant at the origin when $l>0$.

Let $\bar P_l^m(c)$ be associated Legendre functions normalized on $[-1,1]$. The matrices needed are

$$T=\tfrac12\!\int\!R_n'R_{n'}'r'^2dr',\quad C=\tfrac12\!\int\!R_nR_{n'}dr',$$
$$V=\!\int\!R_nR_{n'}r'dr',\quad D=\!\int\!R_nR_{n'}r'^3dr',\quad W=\!\int\!\bar P_l^m w\bar P_{l'}^m dc .$$

In $T$ the primes on $R$ denote derivatives. The Hamiltonian at fixed $m$ is

$$H^{(m)}=1\otimes T+\mathrm{diag}[l(l+1)]\otimes C-W\otimes V .$$

The dipole matrix is $B_u=A_u\otimes D$. For $z=\sqrt\gamma\,r'c$, $A_z=\sqrt\gamma\int\bar P_l^0c\bar P_{l'}^0dc$. For $x=r'\sqrt{1-c^2}\cos\phi$, the azimuthal functions $1/\sqrt{2\pi}$ and $\cos\phi/\sqrt\pi$ give $\int_0^{2\pi}\cos^2\phi\,d\phi/(\sqrt2\,\pi)=1/\sqrt2$. Hence $A_x=\frac1{\sqrt2}\int\bar P_l^1\sqrt{1-c^2}\,\bar P_{l'}^0dc$.

The scheme is:

1. Diagonalize $H^{(0)}$ for even $l$; keep the lowest pair $E_0,\mathbf p$.
2. Form $\mathbf b=B_u\mathbf p$ in the odd-$l$ sector, with $m=0$ for $z$ and $m=1$ for $x$.
3. Solve $(H^{(m)}-E_0)\mathbf q=-\mathbf b$ by Cholesky factorization, which positivity permits.
4. Evaluate $\alpha_u=-2\,\mathbf b\cdot\mathbf q$.

With $\lambda=4$, 22 radial functions and $l\le30$, the even matrix has dimension $16\times22=352$ and each odd one $15\times22=330$. Reducing the basis to 18 radial functions and $l\le24$ changes either polarizability by less than one part in $10^6$. Under uniform scaling of all coordinates the kinetic energy varies as length$^{-2}$ and the potential as length$^{-1}$; stationarity then gives $2\langle T\rangle+\langle V\rangle=0$, or $\langle V\rangle=2E_0$. The computed ratio $\langle V\rangle/(2E_0)$ is 1.0000000.

## The isotropic limit

At $\gamma=1$, $\psi_0=e^{-r}/\sqrt\pi$ and $E_0=-\frac12$. Try $\chi=-zg(r)\psi_0$. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$,

$$(H_0-E_0)(zg\psi_0)=\left[-\tfrac12\nabla^2(zg)+\partial_r(zg)\right]\psi_0 .$$

Use $\nabla^2(zg)=z(g''+4g'/r)$ and $\partial_r(zg)=z(g'+g/r)$. Equation (1) becomes

$$-\tfrac12g''-\frac{2g'}r+g'+\frac gr=1 .$$

For $g=1+r/2$ the left side is $-1/r+\frac12+1/r+\frac12=1$. With $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$,

$$\alpha=2\langle z^2(1+r/2)\rangle=\tfrac23\left(3+\tfrac{15}{4}\right)=\tfrac92 .$$

The matrix scheme gives 4.5000000.

This limit suggests another shortcut: replace the ellipsoid by an isotropic mass from the average inverse mass, $m_{\rm iso}=3/(2/m_t+1/m_l)=0.1199\,m_e$. At fixed $\varepsilon$, polarizability scales as length cubed and hence as mass$^{-3}$. In the donor units above the shortcut gives $4.5(0.082/0.1199)^3=1.44$. That is 9.8 times $\alpha_z$ and 1.96 times $\alpha_x$, so it fails for both components as well as missing their difference.

## Finite-field differences without their two traps

An energy difference provides a check that does not use $\chi$. Define $A(F)=2[E_0-E(F)]/F^2$. Then

$$A(F)=\alpha+2c_4F^2+2c_6F^4+\dots$$

A large field leaves a nonlinear error. A small one amplifies an energy error $\delta$ to $2\delta/F^2$. Combining two moderate fields removes the first correction:

$$\frac{4A(F)-A(2F)}3=\alpha-8c_6F^4+\dots$$

because $4(2c_4)-8c_4=0$ and $[4(2c_6)-32c_6]/3=-8c_6$.

For a transverse field, functions with $m=2$ are added. Acting with $x$ on the $\cos\phi$ response produces $\cos^2\phi=\frac12(1+\cos2\phi)$. This second-order part affects $c_4$, not $\alpha$. Steps of 0.02 for $z$ and 0.005 for $x$ give 0.146884 and 0.733049, equal to the response results in all six printed decimals. A further test found that doubling the field multiplies the energy remainder beyond the quadratic term by between 15.5 and 17, as expected for a leading quartic term.

These energies share the Laguerre basis, so they cannot expose an error in its matrices. A second finite-field calculation uses unscaled coordinates and functions $g_i=e^{-a_i\rho^2-b_iz^2}$, $\rho^2=x^2+y^2$, together with $ug_i$. For a pair put $A=a_i+a_j$, $B=b_i+b_j$. Then $S=\pi^{3/2}/(A\sqrt B)$, and the Gaussian moments are $\langle x^2\rangle=1/(2A)$ and $\langle z^2\rangle=1/(2B)$. The kinetic element between even functions follows from the product of gradients:

$$\tfrac12S\left[4a_ia_j\langle\rho^2\rangle+4\gamma b_ib_j\langle z^2\rangle\right]
=S\left[\frac{2a_ia_j}{A}+\frac{\gamma b_ib_j}{B}\right].$$

The same gradients and moments give the odd elements. For Coulomb attraction let $Q(c)=A(1-c^2)+Bc^2$, where $c$ is now the unscaled polar cosine. The radial integrals $\int_0^\infty re^{-Qr^2}dr=1/(2Q)$ and $\int_0^\infty r^3e^{-Qr^2}dr=1/(2Q^2)$ leave

$$-\pi\!\int_{-1}^{1}\!\frac{dc}{Q},\qquad
-\pi\!\int_{-1}^{1}\!\frac{c^2dc}{Q^2},\qquad
-\frac\pi2\!\int_{-1}^{1}\!\frac{(1-c^2)dc}{Q^2}$$

for the even, $zg$ and $xg$ pairs. The field element between $g_i$ and $ug_j$ is $FS\langle u^2\rangle$.

Fourteen transverse exponents $0.03(2.2)^k$, $k=0,\dots,13$, each with $b/a=1,2.5,6,15,36$, give $E_0=-1.045492$, against $-1.045500\ \mathrm{Ha}^*$ from the Laguerre basis. The polarizabilities are 0.146890 and 0.733069, within $5\times10^{-5}$ of the response values. This basis lacks the $m=2$ functions, which the quadratic coefficient does not need.

## Reading the result in laboratory units

One donor unit of polarizability is $\mathrm{Ha}^*$ divided by the squared field unit, so

$$\alpha_z=0.1469\,\frac{8.716\ \mathrm{meV}}{(8.44\ \mathrm{kV/cm})^2}=0.0180\ \frac{\mathrm{meV}}{(\mathrm{kV/cm})^2},$$

and $\alpha_x=0.0897$ in the same unit. At 5 V/cm the shifts $-\frac12\alpha_uF^2$ are $-0.225$ and $-1.12$ neV.

Such shifts are minute, but many donors together change the permittivity. With $N$ donors per volume, the added polarization is $N\alpha_{\rm SI}F$, where $\alpha_{\rm SI}=\alpha_u(ea^*)^2/\mathrm{Ha}^*=4\pi\varepsilon_0\varepsilon a^{*3}\alpha_u$. In the dilute limit,

$$\Delta\varepsilon_u=4\pi\varepsilon Na^{*3}\alpha_u .$$

For $N=10^{15}$ cm$^{-3}$, $Na^{*3}=1.10\times10^{-3}$ and the prefactor is 0.221. The contributions are 0.033 along the valley and 0.162 across it, added to 16. A Lorentz local-field correction, for donors placed at random or on a cubic lattice, has relative size $\Delta\varepsilon/(3\varepsilon)$: 0.07 % and 0.34 %. For random placement this is not the whole correction at that order in $N$. Close pairs with overlapping envelopes have a polarizability different from twice the single-donor value, and in the isotropic (hydrogen-pair) analogue that term is about eight times the Lorentz one if all pairs are spin singlets, and roughly two to three times when singlets and triplets are thermally mixed at the equivalent of 4 K. It is not included here.

The nonlinear correction relative to the quadratic shift is $2c_4F^2/\alpha_u$, below $10^{-6}$ at 5 V/cm. It reaches 1 % near 1.4 kV/cm along $z$ and 0.6 kV/cm along $x$. For tunnelling through a triangular barrier of height $E_b$, the binding energy, twice the integrated decay constant is

$$\frac2\hbar\int_0^{E_b/eF}\!\sqrt{2m(E_b-eFu)}\,du=\frac{4\sqrt{2m}\,E_b^{3/2}}{3\hbar eF},$$

with $m=m_l$ or $m_t$. This is about 15000 along $z$ and 3400 along $x$, so tunnelling is negligible here even though the estimate omits the Coulomb lowering of the barrier.

Free carriers set a much tighter limit. Balancing the heating power $e\mu F^2$ against $E_b/\tau$, with rough values $\mu=10^5$ cm$^2$/Vs and energy relaxation time $\tau=1$ ns, puts impact ionization near 9.5 V/cm. The chosen field is within a factor of two of this uncertain estimate, which uses one mobility for both directions. The threshold varies as $\mu^{-1/2}$: a mobility reduced by $m_t/m_l$ along the valley would give about 42 V/cm, and $\mu=10^6$ cm$^2$/Vs would give 3 V/cm, below the chosen field. At 4 K, $kT=0.345$ meV; the Boltzmann factors of the lowest allowed excitations are at most $1.2\times10^{-6}$, and the estimated ionized fraction without compensation is $2.6\times10^{-6}$. That small fraction is still $2.6\times10^{9}$ electrons per cm$^3$. With the mobility above, the dielectric relaxation time is $3\times10^{-8}$ s, the conduction loss exceeds 0.162 below about 0.5 GHz, and across the valley, with mass $m_t$, the Drude term changes the permittivity by about $-0.002$. Along the valley the same mobility with $m_l$ would give $-0.04$, larger in size than 0.033, while a mobility reduced by $m_t/m_l$ gives about $-10^{-4}$. Observing $\Delta\varepsilon_u$ is therefore easier at lower temperature or at a measuring frequency well above 1 GHz. The frequency must stay well below the 4.69 meV gap: $\alpha_z$ is already 0.7 % higher at 100 GHz and 7 % higher at 300 GHz. Compensation removes free carriers, but it lets electrons hop between neutral and ionized donors; at low frequency a rough estimate of that polarization is comparable to $\Delta\varepsilon_z$ at 0.1 % compensation and exceeds both contributions at 1 %.

## The model beside real germanium

The masses and permittivity are typical of germanium, and the strain is chosen to isolate one valley. Its tensor has off-diagonal elements $-0.002$ and zero diagonal. Along a valley direction $\hat{\mathbf k}$ the strain $\hat{\mathbf k}\cdot\boldsymbol\epsilon\cdot\hat{\mathbf k}$ is $-0.004$ for $[111]$ and $+0.00133$ for the other three. A rough deformation potential of 16 eV separates them by 85 meV, well above the 9.1 meV binding. Without strain, four valleys share the donor. If its ground state weights them equally, and valley–orbit coupling alters neither the envelopes nor the excitation energies, cubic symmetry averages the response to $(\alpha_z+2\alpha_x)/3=0.538$. That is 27 % below $\alpha_x$ and 3.7 times $\alpha_z$.

A real donor core is not a point charge. As a sensitivity model, an attraction $-Ue^{-r'/b}$ with $b=0.1a^*$ and $U=19.5$ meV was fixed to deepen binding by an assumed 0.2 meV. It lowers $\alpha_z$ by 9.4 % and $\alpha_x$ by 6.6 %, although the binding changes by 2.2 %. The permittivity matters too: at fixed masses $\alpha_{\rm SI}\propto\varepsilon a^{*3}\propto\varepsilon^4$, so a 1 % error in $\varepsilon$ becomes about 4 %. The value 16 is a room-temperature figure; about 15.4 is usually quoted for low temperature, and it lowers $\alpha_{\rm SI}$ and $\Delta\varepsilon_u$ by about 14 %. The six-decimal agreement above therefore measures the solution of the model. For a donor with a core shift as small as the assumed 0.2 meV, core and permittivity uncertainties together limit the prediction to roughly the twenty-percent level. The error grows quickly with the shift: at 1 meV, the order expected for phosphorus or arsenic in a single valley, the same core model lowers $\alpha_z$ by 37 % and $\alpha_x$ by 28 %. The numerical output follows.

## Values computed for the example and the checks

```
m_t, m_l (m_e), eps: 0.082, 1.59, 16.0; gamma = 0.05157
donor length a* = 10.325 nm; energy Ha* = 8.7161 meV
donor field unit = 8.4415 kV/cm
ground level E0 = -1.045500 Ha*; binding = 9.1127 meV
virial ratio V/(2 E0) = 1.0000000
isotropic limit: alpha = 4.5000000 donor units
--- longitudinal ---
alpha, perturbed function = 0.146884 donor units
alpha, finite field = 0.146884 (step 0.02)
alpha, Gaussian finite field = 0.146890; E0 = -1.045492 Ha*
smaller basis changes alpha by -8.3e-08 (relative)
<u^2> = 0.04217 a*^2; bounds 0.1379 to 0.1567
lowest allowed gap = 4.693 meV; its share of alpha = 90.9 %
alpha = 0.01797 meV/(kV/cm)^2
Stark shift at 5.0 V/cm = -0.225 neV
permittivity contribution = 0.0325; local-field size = 0.07 %
quartic/quadratic shift = 1.2e-07; 1 % at 1425 V/cm
tunnelling exponent = 14986; thermal factor = 1.2e-06
core term changes alpha by -9.41 %
isotropic-mass alpha / true alpha = 9.798
--- transverse ---
alpha, perturbed function = 0.733049 donor units
alpha, finite field = 0.733049 (step 0.005)
alpha, Gaussian finite field = 0.733069; E0 = -1.045492 Ha*
smaller basis changes alpha by 1.2e-08 (relative)
<u^2> = 0.39973 a*^2; bounds 0.6391 to 0.9278
lowest allowed gap = 7.510 meV; its share of alpha = 43.9 %
alpha = 0.08966 meV/(kV/cm)^2
Stark shift at 5.0 V/cm = -1.121 neV
permittivity contribution = 0.1622; local-field size = 0.34 %
quartic/quadratic shift = 7.2e-07; 1 % at 588 V/cm
tunnelling exponent = 3403; thermal factor = 3.4e-10
core term changes alpha by -6.63 %
isotropic-mass alpha / true alpha = 1.963
--- conditions and neglected effects ---
donor density = 1e+15 cm^-3; spacing N^(-1/3) = 100 nm
temperature = 4.0 K; kT = 0.3447 meV; ionized fraction = 2.6e-06
shear strain = -0.002; deformation potential = 16.0 eV; valley gap = 85.3 meV
mobility = 1e+05 cm2/Vs; energy relaxation = 1 ns; breakdown near 9.5 V/cm
core term: range 0.1 a*, depth 19.48 meV, extra binding 0.2 meV
isotropic mass used for comparison = 0.1199 m_e
```
